# Metal–carbon stretching frequencies of a planar trimethylmetal and the metal mass

## The situation

A trimethylmetal molecule M(CH₃)₃ with a planar skeleton has three equal metal–carbon bonds at 120° to one another. Three bonds give three stretching vibrations. In one, all bonds lengthen and shorten together; the other two share a common frequency. Suppose the metal is replaced by a heavier isotope, so that the masses change but the bonds do not. Which stretching frequencies move, and by how much?

The answer rests on whether the three bonds, pulling together, exert a net force on the metal.

## Model and conventions

Each methyl group is a point of mass \(m\) at the position of its carbon, and the metal has mass \(M\). The algebra is in atomic units, where \(\hbar=1\), so that a vibrational quantum equals its angular frequency \(\omega\).

At equilibrium the metal is at the origin and methyl \(i\) is at \(r_0\mathbf e_i\), with \(i=1,2,3\). The unit vectors \(\mathbf e_i\) lie in a plane at 120°, hence

\[
\mathbf e_i\cdot\mathbf e_i=1,\qquad \mathbf e_i\cdot\mathbf e_j=-\tfrac12\ (i\neq j),\qquad \sum_i\mathbf e_i=0 .
\]

Let \(\mathbf d_0\) be the displacement of the metal, \(\mathbf d_i\) that of methyl \(i\), and \(\mathbf u_i=\mathbf d_i-\mathbf d_0\). The bond length is

\[
|r_0\mathbf e_i+\mathbf u_i|=\sqrt{r_0^2+2r_0\,\mathbf e_i\cdot\mathbf u_i+u_i^2}\approx r_0+\mathbf e_i\cdot\mathbf u_i ,
\]

so to first order the bond extension is \(q_i=\mathbf e_i\cdot(\mathbf d_i-\mathbf d_0)\). First order suffices, because the energy is quadratic in the extensions:

\[
V=\frac f2\sum_i q_i^2+f'\sum_{i<j}q_iq_j .
\]

Here \(f\) is the force constant of one bond and \(f'\) measures how stretching one bond affects another.

Bending is neglected in a definite sense: the energy contains no angle-bending term and no product of a stretch with a bend. The angles are free to change at no cost. They are not held fixed, which would be a different model, treated below.

## Equations of motion for the bonds

Define the tension of bond \(i\) as

\[
\tau_i=\frac{\partial V}{\partial q_i}=f q_i+f'\sum_{j\ne i}q_j .
\]

Since \(\partial q_i/\partial\mathbf d_i=\mathbf e_i\) and \(\partial q_i/\partial\mathbf d_0=-\mathbf e_i\), Newton's equations are

\[
m\ddot{\mathbf d}_i=-\tau_i\mathbf e_i,\qquad M\ddot{\mathbf d}_0=+\sum_j\tau_j\mathbf e_j .
\]

A stretched bond pulls its methyl inward and the metal outward. Inserting both into \(\ddot q_i=\mathbf e_i\cdot(\ddot{\mathbf d}_i-\ddot{\mathbf d}_0)\) gives

\[
\ddot q_i=-\frac{\tau_i}{m}-\frac1M\sum_j(\mathbf e_i\cdot\mathbf e_j)\,\tau_j .
\]

These are three closed equations for three extensions. The metal mass enters through the last term alone.

## The two frequencies

Any set of extensions can be written \(q_i=Q+p_i\), where \(Q\) is the mean and \(\sum_ip_i=0\). The two parts can be treated separately.

**Symmetric stretch** (species \(A_1'\)). Let all \(q_i=Q\). Every tension is then \((f+2f')Q\), and the metal term contains

\[
\sum_j\mathbf e_i\cdot\mathbf e_j=1-\tfrac12-\tfrac12=0 .
\]

What remains is \(\ddot Q=-(f+2f')Q/m\), so

\[
\boxed{\;\omega_s^2=\frac{f+2f'}{m}\;}
\]

**Degenerate stretch** (species \(E'\)). Let \(\sum_iq_i=0\). Then \(\sum_{j\neq i}q_j=-q_i\), and \(\tau_i=(f-f')q_i\). The tensions also sum to zero, which gives

\[
\sum_j(\mathbf e_i\cdot\mathbf e_j)\tau_j=\tau_i-\tfrac12\sum_{j\ne i}\tau_j=\tau_i+\tfrac12\tau_i=\tfrac32\tau_i .
\]

Each extension therefore obeys \(\ddot q_i=-(f-f')\left(\frac1m+\frac{3}{2M}\right)q_i\), and

\[
\boxed{\;\omega_d^2=(f-f')\left(\frac1m+\frac{3}{2M}\right)\;}
\]

The condition \(\sum_iq_i=0\) leaves two independent extensions, so this frequency occurs twice. With the symmetric stretch, all three are accounted for.

The same separation gives the energy as \(V=\frac12\sum_iq_i\tau_i=\frac32(f+2f')Q^2+\frac12(f-f')\sum_ip_i^2\). The planar structure is stable against stretching when \(f+2f'>0\) and \(f-f'>0\), which is assumed from here on.

At fixed force constants, then, the degenerate stretch depends on \(M\) and the symmetric stretch does not.

## How much the metal takes part

In the symmetric stretch the three pulls on the metal cancel, and it stays at rest. In the degenerate stretch they do not. The size of the effect follows from the kinetic energy. In a vibration of frequency \(\omega\), \(\ddot{\mathbf d}=-\omega^2\mathbf d\), so the amplitudes are

\[
\mathbf d_i=\frac{\tau_i\mathbf e_i}{m\omega^2},\qquad \mathbf d_0=-\frac{1}{M\omega^2}\sum_j\tau_j\mathbf e_j .
\]

Kinetic energy is proportional to mass times squared amplitude. With a common factor \(1/\omega^4\) removed, the methyls contribute \(\sum_i\tau_i^2/m\). The metal contributes

\[
\frac1M\Big|\sum_j\tau_j\mathbf e_j\Big|^2=\frac1M\sum_i\tau_i\sum_j(\mathbf e_i\cdot\mathbf e_j)\tau_j=\frac{3}{2M}\sum_i\tau_i^2 .
\]

The metal's share of the kinetic energy is therefore

\[
s=\frac{3/(2M)}{1/m+3/(2M)}=\frac{3m}{2M+3m}.
\]

The same quantity fixes the sensitivity to mass. Differentiating \(\ln\omega_d=\frac12\ln(f-f')+\frac12\ln\left(\frac1m+\frac3{2M}\right)\),

\[
\frac{d\ln\omega_d}{d\ln M}=\frac12\,\frac{-3/(2M)}{1/m+3/(2M)}=-\frac s2 .
\]

A small relative increase in metal mass lowers the degenerate frequency by a fraction of its value equal to \(s/2\) times that increase.

## Limits and the order of the bands

For a very heavy metal, \(\omega_d^2\to(f-f')/m\): the methyls vibrate against a fixed centre. The two stretches then differ only through \(f'\).

For a metal much lighter than a methyl, \(\omega_d^2\to3(f-f')/(2M)\). This can be checked directly. If the methyls stand still and the metal moves by \(\mathbf d_0\) in the plane, then \(q_i=-\mathbf e_i\cdot\mathbf d_0\), which sums to zero. Since \(\sum_i(\mathbf e_i\cdot\mathbf d_0)^2=\frac32d_0^2\), the energy is \(\frac12\cdot\frac32(f-f')d_0^2\), an oscillator with the stated frequency.

The order of the bands follows from

\[
\omega_d^2-\omega_s^2=\frac{3(f-f')}{2M}-\frac{3f'}{m}.
\]

If \(f'\le0\), the degenerate stretch is the higher one for every finite \(M\). If \(f'>0\), the order reverses when \(M\) exceeds \(m(f-f')/(2f')\).

## What the neglect of bending costs

Let \(\mathbf t_i\) be \(\mathbf e_i\) turned by 90° anticlockwise in the plane, and let \(T_i=\mathbf t_i\cdot(\mathbf d_i-\mathbf d_0)\). Bond \(i\) turns through \(\varphi_i=T_i/r_0\), and the angle between two bonds changes by the difference of their \(\varphi\). An energy \(\frac h2r_0^2\) times the sum of squared angle changes becomes

\[
V_b=\frac h2\sum_{i<j}(T_i-T_j)^2=\frac h2\Big[3\sum_iT_i^2-\Big(\sum_iT_i\Big)^2\Big].
\]

Its derivative is \(\sigma_i=\partial V_b/\partial T_i=h\,(3T_i-\sum_jT_j)\), and the equations of motion become

\[
m\ddot{\mathbf d}_i=-\tau_i\mathbf e_i-\sigma_i\mathbf t_i,\qquad M\ddot{\mathbf d}_0=\sum_j(\tau_j\mathbf e_j+\sigma_j\mathbf t_j).
\]

The symmetric stretch has all \(T_i=0\), hence \(\sigma_i=0\), and is unchanged. A stretch–bend term would not alter this: with three equal bonds at 120°, reflection through any bond leaves the skeleton as it is, so no sideways force can arise. Within the harmonic point-mass model, \(\omega_s\) needs no neglect of bending.

For the degenerate pair, let \(\theta_i\) be the angle of \(\mathbf e_i\) from the \(x\) axis, so that \(\mathbf e_i=(\cos\theta_i,\sin\theta_i)\) and \(\mathbf t_i=(-\sin\theta_i,\cos\theta_i)\). Define

\[
R=\sqrt{\tfrac23}\sum_i\cos\theta_i\,q_i,\qquad T=-\sqrt{\tfrac23}\sum_i\sin\theta_i\,T_i .
\]

The sums needed are \(\sum\cos\theta_i=\sum\sin\theta_i=\sum\sin\theta_i\cos\theta_i=0\) and \(\sum\cos^2\theta_i=\sum\sin^2\theta_i=\frac32\). With \(K=f-f'\) and \(B=3h\), the same combinations of \(\tau_i\) and \(\sigma_i\) are \(KR\) and \(BT\). The metal's acceleration along \(x\) is

\[
\ddot d_{0x}=\frac1M\sum_j(\tau_j\cos\theta_j-\sigma_j\sin\theta_j)=\frac1M\sqrt{\tfrac32}\,(KR+BT).
\]

Both \(\sum_i\cos\theta_i\,\mathbf e_i\) and \(-\sum_i\sin\theta_i\,\mathbf t_i\) equal \(\frac32\hat{\mathbf x}\), so \(\ddot d_{0x}\) enters \(\ddot R\) and \(\ddot T\) with the factor \(-\sqrt{2/3}\cdot\frac32=-\sqrt{3/2}\). Hence

\[
\ddot R=-\frac{KR}m-\frac{3}{2M}(KR+BT),\qquad
\ddot T=-\frac{BT}m-\frac{3}{2M}(KR+BT).
\]

Write \(a=\frac1m+\frac3{2M}\), \(b=\frac3{2M}\) and \(\lambda=\omega^2\). A common oscillation requires \((aK-\lambda)(aB-\lambda)-b^2KB=0\), or

\[
\lambda^2-a(K+B)\lambda+KB(a^2-b^2)=0 .
\]

The partner pair along \(y\) gives the same equation by symmetry. Three cases matter.

- **No bending force**, \(B=0\): the roots are \(aK\), the earlier result, and zero.
- **Weak bending force**: put \(\lambda=aK+cB\). The terms linear in \(B\) are \(2aKc-aKc-a^2K+K(a^2-b^2)=aKc-Kb^2\). They vanish for \(c=b^2/a\), so \(\lambda\approx aK+Bb^2/a\).
- **Frozen angles**, \(B\to\infty\): dividing the equation by \(B\) leaves \(-a\lambda+K(a^2-b^2)=0\) for the root that stays finite, so \(\lambda=K(a^2-b^2)/a\).

The frozen-angle value lies below \(aK\), although a weak bending force raises the stretch. There is no conflict. Adding a positive energy cannot lower any root, and neither root falls as \(B\) grows. For small \(B\) the stretch is the upper root. For large \(B\) the upper root is the stiff bend, and the stretch is the lower root, which has risen from zero.

A stretch–bend term does affect the degenerate pair. Adding \(LRT\) to the energy (with its partner along \(y\)) replaces \(KR\) by \(KR+LT\) and \(BT\) by \(BT+LR\) in the equations for \(\ddot R\) and \(\ddot T\). The condition becomes \((aK+bL-\lambda)(aB+bL-\lambda)-(aL+bB)(bK+aL)=0\), or

\[
\lambda^2-\big[a(K+B)+2bL\big]\lambda+(a^2-b^2)(KB-L^2)=0 .
\]

To first order in \(L\) the stretch root moves by \(2bL\). This shift has either sign and can exceed \(Bb^2/a\).

## Other vibrations and other shapes

The statement about \(M\) compares the stretching vibrations with each other. Other vibrations also involve the metal. Let \(z\) be the height of the metal above the plane of the methyls, \(z=z_0-\frac13(z_1+z_2+z_3)\), with energy \(\frac g2z^2\). Then \(M\ddot z_0=-gz\) and \(m\ddot z_i=gz/3\), so

\[
\ddot z=-g\left(\frac1M+\frac1{3m}\right)z ,
\]

and this frequency depends on \(M\) as well.

The statement also needs a planar skeleton. Suppose the molecule is a pyramid with \(\mathbf e_i\cdot\mathbf e_j=c>-\frac12\), still without bending forces. The bond equations keep their form, but the sums over \(\mathbf e_i\cdot\mathbf e_j\) give \(1+2c\) for equal tensions and \(1-c\) for tensions that sum to zero:

\[
\omega_s^2=(f+2f')\left(\frac1m+\frac{1+2c}M\right),\qquad
\omega_d^2=(f-f')\left(\frac1m+\frac{1-c}M\right).
\]

The metal now moves along the pyramid axis in the symmetric stretch. Its mass drops out when \(c=-\frac12\), the planar case.

## A worked example

Take round model parameters that stand for no particular metal: \(m=15\) u, \(M=60\) u, \(f=15.0\) and \(f'=0.3\) eV/Å². Then \(f+2f'=15.6\) and \(f-f'=14.7\) eV/Å², and in eV/(Å² u)

\[
\omega_s^2=\frac{15.6}{15}=1.040,\qquad
\omega_d^2=14.7\left(\frac1{15}+\frac{3}{120}\right)=14.7\times0.091667=1.3475 .
\]

Converted to atomic units, the square roots give quanta of 0.0659 eV (532 cm⁻¹) for the symmetric stretch and 0.0751 eV (605 cm⁻¹) for the degenerate one. Their ratio is \(\sqrt{1.3475/1.040}=1.138\).

The metal carries \(s=45/165=0.273\) of the kinetic energy in the degenerate stretch, so \(d\ln\omega_d/d\ln M=-0.136\). One extra mass unit on the metal, a change of 1/60, lowers this frequency by about 0.2 % of its value and leaves the symmetric one where it was. Larger changes of mass, at the same force constants, give:

| \(M\) (u) | symmetric (eV) | degenerate (eV) |
|---|---|---|
| 30 | 0.06593 | 0.08467 |
| 60 | 0.06593 | 0.07505 |
| 120 | 0.06593 | 0.06975 |
| 240 | 0.06593 | 0.06694 |

The degenerate quantum falls towards its heavy-metal limit of 0.0640 eV. That limit lies below the symmetric value because \(f'\) is positive. The bands would cross at \(M=15\times14.7/0.6=367.5\) u, heavier than any atom, so with these constants the degenerate stretch is the higher one for every real metal mass.

Now add a bending constant \(h=0.3\) eV/Å², so \(B=0.9\) eV/Å². With \(b=0.025\) u⁻¹ the weak-bend formula gives

\[
\lambda\approx1.3475+\frac{0.9\times0.025^2}{0.091667}=1.3536\ \text{eV/(Å}^2\,\text{u)},
\]

or 0.07522 eV. The full quadratic equation gives 0.07523 eV, which is 0.24 % above the value without bending. Neglecting \(h\) is a small error in the frequency here because both \(B/K\) and \((b/a)^2\) are small. The isotope shift is more sensitive: differentiating the root of the quadratic gives \(d\ln\omega_d/d\ln M=-0.140\) in place of \(-0.136\), a change of 2.5 %. A stretch–bend constant would matter more still: with \(L=+0.52\) or \(-0.52\) eV/Å² added, the frequency lies 1.3 % above or 0.7 % below the value without bending. Frozen angles would give 0.0722 eV, about 4 % below the value without bending, so the two readings of "neglect" differ by far more than the correction from \(h\) alone.

With \(g=1.0\) eV/Å², the out-of-plane quantum falls from 0.01275 to 0.01130 eV when \(M\) is doubled from 60 to 120 u.

The planar frequencies without a stretch–bend term, and the mass sensitivity without bending, were tested against vibrations obtained by differentiating the full nonlinear energy of four points in space; the values are in the numerical output. That test checks the algebra, not the model. In a real molecule the methyl hydrogens move relative to their carbon, the bonds are anharmonic, and a change of metal element alters \(f\) and \(f'\). The clean comparison is therefore between isotopes of one metal, where the force constants stay the same within the Born–Oppenheimer approximation.

## Table of computed values

```
methyl mass m = 15 u
metal mass M = 60 u
bond length r0 = 2.0 angstrom
bond constant f = 15.0 eV/angstrom^2
bond-bond constant f' = 0.3 eV/angstrom^2
angle constant h = 0.3 eV/angstrom^2
out-of-plane constant g = 1.0 eV/angstrom^2
f + 2f' = 15.6 eV/angstrom^2
f - f' = 14.7 eV/angstrom^2
a = 1/m + 3/(2M) = 0.091667 1/u
b = 3/(2M) = 0.025000 1/u
symmetric lambda = 1.04000 eV/(angstrom^2 u)
degenerate lambda = 1.34750 eV/(angstrom^2 u)
symmetric quantum = 0.06593 eV
symmetric wavenumber = 531.8 cm^-1
degenerate quantum = 0.07505 eV
degenerate wavenumber = 605.3 cm^-1
metal kinetic share, symmetric = 0.0000
metal kinetic share, degenerate = 0.2727
d ln omega/d ln M, symmetric = 0.0000
d ln omega/d ln M, degenerate = -0.1364
M = 30 u: symmetric 0.06593 eV, degenerate 0.08467 eV
M = 60 u: symmetric 0.06593 eV, degenerate 0.07505 eV
M = 120 u: symmetric 0.06593 eV, degenerate 0.06975 eV
M = 240 u: symmetric 0.06593 eV, degenerate 0.06694 eV
heavy-metal degenerate limit = 0.06400 eV
crossing metal mass = 367.5 u
symmetric quantum with bends = 0.06593 eV
degenerate stretch with bends = 0.07523 eV
first-order estimate of it = 0.07522 eV
relative rise from bends = 0.241 %
degenerate bend quantum = 0.01782 eV
remainder ratio on halving h = 4.035
degenerate stretch, frozen angles = 0.07221 eV
out-of-plane quantum, M = 60 u: 0.01275 eV
out-of-plane quantum, M = 120 u: 0.01130 eV
number of vibrations = 6
```
